# Correcting the pressure of charged periodic cells for the potential zero, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used, with charge in units of $e$. A periodic cell of volume $\Omega$ holds ions of total charge $Z$ and $N$ electrons, so its net charge is $q=Z-N$, and a uniform background $-q/\Omega$ makes each cell neutral. The symbol $v$ is the potential energy of an electron, so an electrostatic potential $\phi$ contributes $v=-\phi$. A homogeneous strain takes $\Omega$ to $\Omega(1+\eta)$ at fixed $N$ and fixed scaled ionic positions. At $\eta=0$ one has $d/d\eta=d/d\ln\Omega$, and $P=-dE/d\Omega$ becomes $\Omega P=-dE/d\eta$. The electrons are treated in a mean field, $E=\sum_i f_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+F[n]$, with occupations $f_i$, density $n=\sum_i f_i|\psi_i|^2$ and effective potential $v=\delta F/\delta n$.

Numbers come from two models with round parameters. The first is a simple cubic cell, $L=6$ bohr, with a point ion $Z=4$ and a rigid Gaussian cloud of $N=3$ electrons of width $1.0$ bohr. The second is a self-consistent Hartree model (no exchange or correlation) of a layered insulator, in which electrons move and strain acts only along $x$. Its cell has area $A=25$ bohr², $M$ atoms at spacing $a=4$ bohr and length $L=Ma$. With $\rho(x)$ the charge per unit length, Poisson's equation reads $\phi''=-4\pi\rho/A$. Each atom is a Gaussian sheet of charge of width $0.5$ bohr plus a well $-V e^{-x^2/2w^2}$ with $w=0.7$ bohr. Host atoms have charge 2 and $V_H=1.5$ Ha. A defect atom has charge 1 and $V_D=1.0$ Ha, and binds a half-filled level in the gap. Springs $K=0.05$ Ha/bohr² of rest length $a$ join neighbours. Here $P=-\sigma_{xx}$. The program that yields the numbers, except where the text says otherwise, and its output follow the text.

## (a) A shift of the average potential

Two conventions give effective potentials that differ by a constant $c(\Omega)$, independent of the density and of the scaled positions, and they give the same energy for a neutral cell. Find the differences in energy, levels and pressure. Do they vanish for a fixed charge in a large cell?

**Solution.** The assumption reads $\delta(F'-F)/\delta n(\mathbf r)=c$. A functional whose derivative is a constant is linear in $\int n=N$, so $E'-E=cN+b(\Omega)$. Agreement at $N=Z$ fixes $b=-cZ$, and

$$E'-E=(N-Z)\,c=-q\,c(\Omega).$$

At fixed $N$ and $\Omega$ this is a number, so both functionals are minimized by the same orbitals and give the same forces. The levels shift, $\varepsilon_i'=\varepsilon_i+c$. This agrees with Janak's theorem, which follows because $E$ is stationary under norm-conserving changes of the orbitals. Only the explicit dependence on $f_i$ survives:

$$\frac{\partial E}{\partial f_i}=\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle+\int v\,|\psi_i|^2=\varepsilon_i .$$

The derivative of $(N-Z)c$ with respect to $f_i$ is $c$, as the shifted level requires. Differentiating the energy difference with respect to volume gives

$$P'-P=q\,\frac{dc}{d\Omega},\qquad \Omega\,(P'-P)=q\,\frac{dc}{d\eta}.$$

This holds at any $q$, and the difference vanishes only for a neutral cell or where $dc/d\Omega=0$.

For the large cell the relevant quantity is $\Omega P$, because one defect changes $P$ by an amount proportional to $1/\Omega$. An average potential is a property per atom: repeating a perfect cell leaves $c$ and $dc/d\eta$ unchanged, so $\Omega(P'-P)$ tends to a finite limit. The image interaction behaves differently. In three dimensions a lattice of point charges in a background has $E_M=-\alpha_M q^2/(2\epsilon L)$ with $L=\Omega^{1/3}$, and the Ewald sum gives $\alpha_M=2.8373$ for the simple cubic lattice. At fixed dielectric constant $\epsilon$, $E_M\propto\Omega^{-1/3}$, so $dE_M/d\eta=-E_M/3$ and $\Omega P=E_M/3$, which the program tests for $\epsilon=1$. A strain-dependent $\epsilon$ adds $E_M\,d\ln\epsilon/d\eta$ to $\Omega P$, again proportional to $1/L$. Enlarging the cell removes the image term and leaves the convention term.

## (b) Two concrete pairs of conventions

(i) The electrostatic energy of the cubic model is computed either with the point ion and all $\mathbf G=0$ terms dropped, or with the ion replaced by a Gaussian of width $\sigma=0.8$ bohr in the reciprocal-space sum and the short-range ion–ion and ion–electron remainders added in real space. Find $c$. (ii) A local pseudopotential has a short-range part $v_{sr}$. Convention I keeps its average in the Hamiltonian. Convention II removes it and adds $Z$ times the average to the energy. Find $c$ and the pressure difference.

**Solution.** (i) Write the total charge of the point model, background included, as $\rho_P=\rho_G+\delta\rho$, where $\rho_G$ contains the Gaussian ion, the electrons and the background, and $\delta\rho=Z(\delta-g_\sigma)$ summed over the lattice. Both pieces are neutral. For neutral $\rho$ the energy $\tfrac12\int\rho\phi$ does not change when a constant is added to $\phi$, so dropping $\mathbf G=0$ is harmless, and the potential of $\delta\rho$ may be taken as the lattice sum $\phi_\delta$ of the short-range function $Z\,\mathrm{erfc}(r/\sqrt2\sigma)/r$ (point potential $Z/r$ minus Gaussian potential $Z\,\mathrm{erf}(r/\sqrt2\sigma)/r$). Expanding the quadratic form,

$$E_P=E[\rho_G]+\int\rho_G\,\phi_\delta+\tfrac12\int\delta\rho\,\phi_\delta ,$$

with the point self-energy removed. The Gaussian route contains $E[\rho_G]$, the last term, and the parts of the middle term in which the ion and the electrons meet $\phi_\delta$. It omits the background part $-(q/\Omega)\int_\Omega\phi_\delta$. The cell integral of a lattice sum is the integral of one term over all space. With $b=\sqrt2\sigma$, integration by parts gives

$$\int_0^\infty r\,\mathrm{erfc}(r/b)\,dr=\int_0^\infty\frac{r^2}{2}\,\frac{2}{b\sqrt\pi}\,e^{-r^2/b^2}dr=\frac{1}{b\sqrt\pi}\,\frac{\sqrt\pi\,b^3}{4}=\frac{\sigma^2}{2},$$

so $\int_\Omega\phi_\delta=4\pi Z\sigma^2/2=2\pi Z\sigma^2$. Therefore $E_G-E_P=+q\,2\pi Z\sigma^2/\Omega$, and comparison with $-qc$ gives

$$c=-\frac{2\pi Z\sigma^2}{\Omega}.$$

This is the mean of $-\phi_\delta$, which the electron feels in full in the Gaussian route. The convention amounts to a choice of whether the fictitious background couples to a short-range piece of the ion. Since $c\propto1/\Omega$, $dc/d\eta=-c$ and $\Omega(P_G-P_P)=-qc$.

Numerically $c=-2\pi\cdot4\cdot0.64/216=-0.074467$ Ha. The explicit sums give $E_G-E_P=-7.285102+7.359569=0.074467$ Ha for $q=1$, and the pressure difference is $0.074467/216$ Ha/bohr³ $=10.14$ GPa. The program tests energy and finite-difference pressure for $q=0,-1,+1$.

(ii) Let $\alpha=\int v_{sr}$ summed over the atoms of the cell, so the average is $\alpha/\Omega$. Convention I has the term $\int n\,v_{sr}$, with only the electrostatic potential averaging to zero. Convention II has $\int n\,(v_{sr}-\alpha/\Omega)+Z\alpha/\Omega$, with the whole local potential averaging to zero. Subtracting, $E_I-E_{II}=(N-Z)\alpha/\Omega$, so

$$c=\frac{\alpha}{\Omega},\qquad\Omega\,(P_I-P_{II})=-qc .$$

In the layered model each well integrates to $-Vw\sqrt{2\pi}$ and $c=-\sum Vw\sqrt{2\pi}/L$. This is $c_{bulk}=-0.657990$ Ha for the perfect crystal and $c_{def}=-0.630574$ Ha for eight atoms of which one is a defect. For $q=0.05$ the prediction is $0.05\times0.630574=0.031529$ Ha, which self-consistent energies at $\eta=\pm0.002$ reproduce; it corresponds to $1.16$ GPa. The program also tests that the neutral pressures agree and that Janak's theorem holds in both conventions.

This identity holds at any $q$, but in the layered geometry a finite charge does not behave like a charged point defect. An unscreened sheet $q$ in its background has energy $\tfrac L2\sum_{G\ne0}4\pi q^2/(AG^2L^2)$ with $G=2\pi m/L$, which equals $(q^2L/\pi A)\sum_{m\ge1}m^{-2}=\pi q^2L/(6A)$. It grows with $L$, unlike $E_M$, so this model is used below only for terms linear in $q$.

## (c) A hole in the perfect crystal

A small charge $q$ is taken from the nondegenerate valence-band maximum $\varepsilon_v$ of the perfect crystal. Express $\partial P/\partial q$ through a property of the neutral crystal.

**Solution.** Removing electrons means $f=2-q$, so Janak's theorem gives $E(q,\eta)=E_0(\eta)-q\,\varepsilon_v(\eta)+O(q^2)$. Then

$$\Omega\,\frac{\partial P}{\partial q}\bigg|_{q=0}=-\frac{\partial^2E}{\partial q\,\partial\eta}=\frac{d\varepsilon_v}{d\eta}\equiv a_{conv}.$$

The pressure per unit charge is the deformation potential of the level, measured from whatever zero the convention uses. In the model the neutral eigenvalues give $a_I=-0.254246$ Ha and $a_{II}=-0.912239$ Ha, and the program tests that total energies of charged cells give the same values. From $\varepsilon^I=\varepsilon^{II}+c$ follows $a_I-a_{II}=dc/d\eta=-c_{bulk}=0.657990$ Ha, against $0.657993$ Ha from the two numbers. The last digit is the step error: the central difference of $1/(1+\eta)$ with step $h$ is $-1/(1-h^2)$, a relative excess $h^2=4\times10^{-6}$, or $3\times10^{-6}$ Ha.

The same argument gives $\Omega\,\partial P/\partial q=d\varepsilon_D^{conv}/d\eta$ for charge taken from a defect level $\varepsilon_D$. Separate calculations of homogeneously strained periodic cells cannot supply the missing zero, because the strained and the unstrained infinite crystal then share no common point. The question becomes definite once the destination of the electron is named.

## (d) The correction

A long neutral cell contains a region A strained by $\eta$ and an unstrained region B, each with one defect at its centre. A charge $\delta$ of electrons is moved from the defect in A to the defect in B. Use this to define a pressure free of convention, and relate it to the pressure of a periodic charged defect cell.

**Solution.** The long cell is neutral for every $\delta$, so by (a) its energy has no convention term. With the occupations held as constraints at $f_A=1-\delta$ and $f_B=1+\delta$, also when strain separates the two levels, Janak's theorem gives $\partial E/\partial\delta=\varepsilon_B-\varepsilon_A$ at $\delta=0$. The field between the charged defects is of order $\delta$ and its energy of order $\delta^2$, so it does not enter. The force conjugate to the strain of A is $-\partial E/\partial\eta$, and region A carries the charge $q=\delta$. This defines

$$\Omega\,\frac{\partial P_{abs}}{\partial q}\equiv-\frac{\partial^2E}{\partial\delta\,\partial\eta}=\frac{d(\varepsilon_A-\varepsilon_B)}{d\eta}.$$

Let $\bar v_A$ and $\bar v_B$ be averages over one local period, in the bulk-like parts of A and B, of the potential whose mean the convention sets to zero (electrostatic in I, total local in II). They are well defined if those parts are free of field, which (e) shows for an insulator with one atom per cell, together with a defect that is neutral at $\delta=0$ and inversion-symmetric, so that it makes no potential step. Insert them:

$$\varepsilon_A-\varepsilon_B=(\varepsilon_A-\bar v_A)+(\bar v_A-\bar v_B)-(\varepsilon_B-\bar v_B).$$

Assume that the defect states and the interface perturbations decay within a region, as localized perturbations of an insulator do. The last bracket then sees only unstrained crystal and is independent of $\eta$. The middle bracket does not see the defects and is the lineup of a defect-free superlattice, with slope $\lambda_{conv}=d(\bar v_A-\bar v_B)/d\eta$. The first bracket depends only on the local strain, so a homogeneously strained periodic defect cell gives it as $\varepsilon_D^{conv}-\bar v_{far}$, where $\bar v_{far}$ is the period average far from the neutral defect. Using (c) for $d\varepsilon_D^{conv}/d\eta$,

$$\Omega\,\frac{\partial P_{abs}}{\partial q}=\Omega\,\frac{\partial P_{conv}}{\partial q}+\lambda_{conv}-\frac{d\bar v_{far}}{d\eta}.$$

The absolute deformation potential $a_{abs}$ is the slope of the band edge of A measured from the fixed reference $\bar v_B$. In a perfect periodic cell the period average is the cell average, which is zero, so the band edge of A lies at $\varepsilon_v^{conv}+\bar v_A$ and $a_{abs}=a_{conv}+\lambda_{conv}$. Eliminating $\lambda_{conv}$, and noting that the pressures agree at $q=0$,

$$P_{abs}=P_{conv}+\frac q\Omega\left(a_{abs}-a_{conv}-\frac{d\bar v_{far}}{d\eta}\right).$$

By (a) this is one more convention, with $dc/d\eta$ equal to the bracket. It is singled out by reproducing the neutral transfer at linear order in $q$. For an integer charge on a point defect in three dimensions the argument repeats at each occupation, since the potential $q/\epsilon r$ decays, up to image terms that vanish as the cell grows, provided the level stays localized in the gap at every occupation. The program does not test this case.

The old convention cancels. In the superlattice the two averaged potentials differ by the local average of $v_{sr}$, which is $c_{bulk}(\eta)$ in A and constant in B, so $\lambda_{II}-\lambda_I=dc_{bulk}/d\eta$. Part (c) gave $a_I-a_{II}=dc_{bulk}/d\eta$, so $a_I+\lambda_I=a_{II}+\lambda_{II}$. A 12+12 superlattice gives $\lambda_I=0.040628$ Ha and $\lambda_{II}=0.698620$ Ha. The sums are $-0.254246+0.040628=-0.213618$ Ha and $-0.912239+0.698620=-0.213619$ Ha, so $a_{abs}=-0.2136$ Ha $=-5.81$ eV.

The pressure of a charged cell depends on the convention for the average potential, and a neutral transfer between strained and unstrained regions defines a correction at linear order in $q$. It remains to examine the alignment term and test the correction, to find when the lineup is a bulk property, and to obtain relaxation volumes.
